# Counting growth sites on a periodic four-segment single-step surface

## Question

A one-dimensional model of a growing film has four vertices, $i=0,1,2,3$, arranged on a ring, so that vertex 4 is vertex 0 again. The height at vertex $i$ is $h_i$. Segment $i$ joins vertex $i$ to vertex $i+1$ and either rises or falls by a fixed amount $b$:

$$s_i=\frac{h_{i+1}-h_i}{b}=\pm1 .$$

The net tilt is zero, $s_0+s_1+s_2+s_3=0$. Two profiles that differ by a uniform shift of all heights count as the same configuration.

A vertex is a growth site if it is a local minimum, that is, if $s_{i-1}=-1$ and $s_i=+1$. Each growth site, independently of the others, receives a block at rate $r$. The block raises that vertex by $H=2b$. No other process occurs. Let $m$ be the number of growth sites present at a given time.

**(a)** List all configurations and give $m$ for each.

**(b)** Find every transition between them, and show that the stationary distribution is unique.

**(c)** Find the stationary distribution, the time average $\langle m\rangle$, the growth speed and the mean-square roughness.

**(d)** An observer records $m$ just before each deposition and averages the records. What value is found, and why does it differ from $\langle m\rangle$?

**(e)** Generalize $\langle m\rangle$ to a ring with an even number $L\ge4$ of segments, and find the density of growth sites as $L\to\infty$.

**(f)** Find how $\langle m\rangle$ and the growth speed on the four-segment ring change if, each change being taken alone, (i) the reactant comes in short pulses, and only minima present at the start of a pulse can be filled, each with probability $p$; (ii) two coexisting minima hinder each other, so that each fills at rate $fr$; (iii) blocks also leave local maxima, each at rate $q$.

**(g)** Evaluate the model for $H=0.3$ nm and $r=1$ per cycle, rough values in the regime of alumina atomic layer deposition, and judge which neglected effects matter.

## Model answers

### (a) The configurations

Zero tilt requires as many rising as falling segments, hence two of each. The two rising segments can be placed in

$$\binom42=6$$

ways. The slopes fix the heights up to a uniform shift, so there are six configurations. In the list below the slopes are in the order $s_0s_1s_2s_3$, and the heights are in units of $b$ with $h_0=0$.

- $A_0$: slopes $++--$, heights $(0,1,2,1)$, minimum at vertex 0.
- $A_1$: slopes $-++-$, heights $(0,-1,0,1)$, minimum at vertex 1.
- $A_2$: slopes $--++$, heights $(0,-1,-2,-1)$, minimum at vertex 2.
- $A_3$: slopes $+--+$, heights $(0,1,0,-1)$, minimum at vertex 3.
- $B_e$: slopes $+-+-$, heights $(0,1,0,1)$, minima at the even vertices 0 and 2.
- $B_o$: slopes $-+-+$, heights $(0,-1,0,-1)$, minima at the odd vertices 1 and 3.

The ring must be read cyclically: the minimum of $A_0$ lies between $s_3=-1$ and $s_0=+1$. The four $A$ configurations are one hill seen from four starting points and have $m=1$. The two $B$ configurations are zigzags and have $m=2$.

The zero-tilt condition matters. With one rising and three falling segments, and heights continued periodically with the corresponding tilt, there is one minimum in every configuration, so the mean would be 1.

### (b) The transitions

Filling the minimum at vertex $i$ changes $h_i$ to $h_i+2b$. The two adjacent slopes become

$$s_{i-1}=\frac{h_i+2b-h_{i-1}}{b}=-1+2=+1,$$
$$s_i=\frac{h_{i+1}-h_i-2b}{b}=+1-2=-1 .$$

A deposition therefore exchanges the pair $(-,+)$ for $(+,-)$. The slopes remain $\pm1$ and their sum is unchanged, so the dynamics stays within the six configurations. Applying the exchange to each minimum gives

$$A_0\to B_o,\qquad A_2\to B_o,\qquad B_o\to A_1\ \text{or}\ A_3,$$
$$A_1\to B_e,\qquad A_3\to B_e,\qquad B_e\to A_0\ \text{or}\ A_2 .$$

Each arrow, and each alternative after an "or", has rate $r$. For example, filling vertex 1 of $B_o$ exchanges $s_0$ and $s_1$ in $-+-+$ and gives $+--+$, which is $A_3$.

Following the arrows leads from the even hills to $B_o$, then to either odd hill, then to $B_e$, and then to either even hill. Every configuration can thus be reached from every other. For a finite set of states with constant rates, this guarantees one stationary distribution, approached from any starting configuration.

### (c) Stationary averages

Let $\pi(C)$ be the stationary probability of configuration $C$. In the stationary state the probability flowing out of each configuration equals the probability flowing in. For the hills,

$$r\,\pi(A_0)=r\,\pi(B_e),\qquad r\,\pi(A_2)=r\,\pi(B_e),$$
$$r\,\pi(A_1)=r\,\pi(B_o),\qquad r\,\pi(A_3)=r\,\pi(B_o).$$

A zigzag is left at the total rate $2r$, because either of its minima can fill:

$$2r\,\pi(B_o)=r\,[\pi(A_0)+\pi(A_2)] .$$

The first two equations turn the right-hand side into $2r\,\pi(B_e)$, so $\pi(B_o)=\pi(B_e)$. All six probabilities are then equal. The remaining equation, $2r\,\pi(B_e)=r[\pi(A_1)+\pi(A_3)]$, is satisfied too. Since the probabilities sum to one, each is $1/6$, and

$$\langle m\rangle=\frac{4\times1+2\times2}{6}=\frac86=\frac43 .$$

The rate $r$ has cancelled: it sets how fast the surface evolves, not how its time is divided among the shapes.

**Growth speed.** One deposition raises one of four vertices by $H$, so the mean height rises by $H/4$. Depositions occur at the mean rate $r\langle m\rangle$. Hence

$$v=\frac H4\,r\,\frac43=\frac{Hr}{3}.$$

**Roughness.** Define $W^2$ as the mean square deviation of the four heights from their instantaneous average. A hill has deviations $-b,0,b,0$, up to cyclic order, which give $W^2=b^2/2$. A zigzag has deviations $\pm b/2$, which give $W^2=b^2/4$. With equal weights,

$$\langle W^2\rangle=\frac{4(b^2/2)+2(b^2/4)}{6}=\frac{5b^2}{12}=\frac{5H^2}{48},$$

where $b=H/2$ was used in the last step. On this ring the smoother shape has more growth sites.

### (d) The average per deposition

By part (b), every deposition turns a hill into a zigzag or a zigzag into a hill. The recorded sequence is therefore $1,2,1,2,\dots$, and its average tends to

$$\langle m\rangle_{\rm event}=\frac{1+2}{2}=\frac32 .$$

The time average weights each shape by its lifetime. A hill has one site, so it survives for a time $t$ with probability $e^{-rt}$, and its mean lifetime is $\int_0^\infty e^{-rt}dt=1/r$. A zigzag survives only if neither of two independent sites has filled. The probability is $e^{-2rt}$ and the mean lifetime is $1/(2r)$. Over one hill and one zigzag,

$$\langle m\rangle=\frac{1\times\frac1r+2\times\frac1{2r}}{\frac1r+\frac1{2r}}=\frac{2/r}{3/(2r)}=\frac43 ,$$

which confirms part (c) without using the six probabilities. The event average is larger because shapes with more sites produce depositions more often and are recorded more often per unit time.

The value $4/3$ also holds in a discrete-time version in which one of the four vertices is chosen at random at each attempt and is filled if it is a minimum. Each available transition then has probability $1/4$ per attempt, and the balance equations are those of part (c) with $r$ replaced by $1/4$. The average must include the unsuccessful attempts. If each step instead fills one of the existing minima with certainty, every step is a deposition and the average is $3/2$.

A simulation of 600 000 random attempts, with exponentially distributed waiting times, gave 1.3325 for the time average and 1.5000 for the event average. It made 200 279 depositions, close to the expected fraction $\langle m\rangle/4=1/3$ of the attempts.

### (e) Longer rings

**Uniform weights.** A configuration $C$ with $m$ minima is left at rate $rm$. It is entered from the configurations obtained by lowering one of its local maxima by $H$, since this undoes a deposition. There is one such predecessor for each maximum, and each leads to $C$ at rate $r$. Going round a ring, minima and maxima alternate, so they are equal in number. With equal probabilities, the outflow and the inflow therefore balance for every $C$.

**Uniqueness.** From any profile, fill all vertices at the lowest level. They are minima, because both neighbours must be higher. Each such sweep raises the lowest level by $b$ and, while the height range exceeds $b$, does not raise the highest level. Repetition ends in a zigzag.

Conversely, any target profile can be built from a zigzag placed far below it, with each height differing from its target by a multiple of $2b$. Among the vertices still below target, take one of the lowest. Suppose a neighbour were lower still. That neighbour would already be at its target, while the chosen vertex has a target at least $2b$ above its present height. The two targets would then differ by at least $3b$, which a single-step profile forbids. The chosen vertex is therefore a minimum and can be filled without passing its target. All configurations are thus connected, and the uniform distribution is the only stationary one.

**Counting.** There are $\binom{L}{L/2}$ configurations. If a given vertex is a minimum, its two adjacent slopes are fixed, and the other $L-2$ slopes contain $L/2-1$ rising ones. The probability is

$$P_{\min}=\frac{\binom{L-2}{L/2-1}}{\binom{L}{L/2}}
=\frac{(L-2)!}{[(L/2-1)!]^2}\,\frac{[(L/2)!]^2}{L!}.$$

Since $(L/2)!=(L/2)(L/2-1)!$ and $L!=L(L-1)(L-2)!$,

$$P_{\min}=\frac{(L/2)^2}{L(L-1)}=\frac{L}{4(L-1)},\qquad
\langle m\rangle=LP_{\min}=\frac{L^2}{4(L-1)} .$$

For $L=4$ this gives $16/12=4/3$. For $L=6$ and $L=8$ it gives 1.8000 and 2.2857, in agreement with numerical solutions of the balance equations for 20 and 70 configurations.

As $L\to\infty$ the density $P_{\min}$ tends to $1/4$, the value for independent slopes that rise or fall with probability $1/2$. On a short ring the slopes are not independent: once one segment is known to fall, 2 of the other 3 segments rise when $L=4$. This raises the density from $1/4$ to $\frac12\times\frac23=\frac13$.

### (f) Changes to the growth rule

Let $P_A$ and $P_B$ be the total probabilities of the hills and the zigzags. Since $P_A+P_B=1$,

$$\langle m\rangle=P_A+2P_B=1+P_B .$$

**(i) Pulses.** Take $0<p<1$ and observe the surface at the start of each pulse. A hill becomes a zigzag with probability $p$. A zigzag becomes a hill if one of its two minima fills and the other does not, which has probability $2p(1-p)$. If neither fills it is unchanged, and if both fill it becomes the other zigzag. Balance between the two classes requires

$$pP_A=2p(1-p)P_B\quad\Rightarrow\quad P_A=2(1-p)P_B .$$

Normalization gives $[2(1-p)+1]P_B=1$, so $P_B=1/(3-2p)$ and

$$\langle m\rangle=1+\frac1{3-2p}=\frac{4-2p}{3-2p},\qquad
g=\frac H4\,p\,\langle m\rangle ,$$

where $g$ is the growth per pulse. For $p\to0$ two fillings in one pulse become negligible compared with one, and $\langle m\rangle\to4/3$. For $p\to1$ the surface alternates between the zigzags, with $\langle m\rangle\to2$ and $g\to H/2$.

**(ii) Crowding.** A hill is still left at rate $r$, but a zigzag is left at rate $2fr$. Balance gives $rP_A=2frP_B$, so $P_B=1/(2f+1)$, $P_A=2f/(2f+1)$ and

$$\langle m\rangle=1+\frac1{2f+1}=\frac{2f+2}{2f+1}.$$

The speed is $H/4$ times the mean deposition rate:

$$v=\frac H4\,(rP_A+2frP_B)=\frac H4\,\frac{2fr+2fr}{2f+1}=\frac{Hrf}{2f+1}.$$

At $f=1$ the earlier results return. As $f\to0$ the surface becomes trapped in zigzags: $\langle m\rangle\to2$ while $v\to0$. A large number of growth sites does not by itself imply fast growth.

**(iii) Desorption.** Let a configuration have $m$ minima and $M$ maxima. It is left at rate $rm+qM$. With uniform weights, it is entered by deposition at a rate proportional to $rM$ and by removal at a rate proportional to $qm$. Since $M=m$ on a ring, both totals equal $(r+q)m$. The uniform distribution survives, so $\langle m\rangle=4/3$ for any $q$. Each removal lowers the mean height by $H/4$, hence

$$v=\frac H4(r-q)\frac43=\frac{H(r-q)}3 .$$

At $q=r$ the surface still fluctuates but has no mean growth.

### (g) Numbers for a deposited film

With $H=0.3$ nm and $r=1$ per cycle,

$$v=\frac{0.3\times1}{3}=0.10\ \text{nm per cycle},$$

or 10 nm after 100 cycles. The simulation of part (d) gave 0.1002 nm per cycle. The percentages below are changes relative to 0.10 nm per cycle, with $H$ and $r$ held fixed and each effect taken alone.

**Pulsed dosing.** If a minimum fills at rate $r$ during an exposure lasting one unit of cycle time, it is filled by the end with probability $p=1-e^{-1}=0.632$. Then

$$\langle m\rangle=\frac{4-1.264}{3-1.264}=1.576,\qquad
g=\frac{0.3}{4}\times0.632\times1.576=0.075\ \text{nm},$$

a change of $-25\%$. There are more sites at the start of a pulse than $4/3$, but minima created during the pulse must wait for the next one. This waiting causes nearly all of the loss: if new minima may fill within the pulse and each vertex is only limited to one block per pulse, the growth at $r=1$ is 0.098 nm, a change of only $-2\%$. The value $p=0.632$ is an unsaturated exposure. Atomic layer deposition is normally run near saturation, $p\to1$, where this rule gives $g\to H/2=0.15$ nm, so the figure of $-25\%$ applies only to $r=1$.

**Crowding.** An assumed factor $f=0.5$ gives $\langle m\rangle=3/2$ and $v=0.3\times0.5/2=0.075$ nm per cycle, again $-25\%$. The near coincidence with the pulsed result comes from the chosen values of $r$ and $f$.

**Desorption.** Take an assumed barrier $E=2.0$ eV, an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$, a temperature of 473 K and a cycle time $t_c=10$ s. Then

$$q=\nu t_c\,e^{-E/k_BT}\approx5\times10^{-8}\ \text{per cycle},$$

where $k_B$ is Boltzmann's constant. The relative loss of speed, $q/r$, is the same small number. Desorption is negligible for this barrier, but the estimate depends exponentially on $E$.

**Ring length and dimension.** A long ring has growth-site density $1/4$ and grows by $Hr/4=0.075$ nm per cycle, a change of $-25\%$. A real surface is two-dimensional. If a minimum must lie below four neighbours on a periodic $4\times4$ surface, a numerical solution over 990 configurations gives a density of 0.211 sites per vertex. The growth is then $0.3\times0.211=0.063$ nm per cycle, a change of $-37\%$. This surface is itself small, so the figure is not the limit for a large film: the density falls to about 0.185 on an $8\times8$ surface and about 0.173 on a $32\times32$ surface, where the growth is near 0.052 nm per cycle, a change of about $-48\%$. That figure combines size with dimension: against a ring of 32 segments, whose density is $32/(4\times31)=0.258$, the change is about $-33\%$.

**Comparison with the real process.** Alumina grown from trimethylaluminium and water gains roughly 0.1 nm per cycle near 473 K. The agreement is not a prediction, because $r=1$ was chosen to place the example in this regime. The model also misses the defining property of the process, self-limitation: $Hr/3$ grows without bound as the exposure $r$ increases, whereas a saturated half-reaction stops. The pulsed rule restores a ceiling, $H/2=0.15$ nm per cycle for this ring. The value depends on the rule chosen: if new minima could fill within the pulse, with at most one block per vertex, a long exposure would fill all four vertices and the ceiling would be $H$. In the real process the uptake is governed by the available surface hydroxyl groups and by the space taken up by the ligands, and reaction is not confined to geometric minima. The error from that last assumption is not estimated here. For the values chosen here ($r=1$, $f=0.5$, an infinitely long ring, a $4\times4$ surface), pulsing, crowding, ring length and dimension each shift the growth per cycle by a quarter or more. These sizes depend on the choices: the crowding shift is $(f-1)/(2f+1)$, only $-12.5\%$ at $f=0.7$, and a finite ring shifts the growth by $3L/[4(L-1)]-1$, which is always less than a quarter in size. The figure 0.10 nm is therefore an order-of-magnitude illustration. The value $4/3$ is a property of the four-segment ring with equal, independent filling rates.

The configurations and most of the values used above are listed in the numerical output that follows.

## Computed values

```
Zero-tilt configurations: 6
  slopes ++--  heights/b (0, 1, 2, 1)  minima 1  weight 1/6
  slopes +-+-  heights/b (0, 1, 0, 1)  minima 2  weight 1/6
  slopes +--+  heights/b (0, 1, 0, -1)  minima 1  weight 1/6
  slopes -++-  heights/b (0, -1, 0, 1)  minima 1  weight 1/6
  slopes -+-+  heights/b (0, -1, 0, -1)  minima 2  weight 1/6
  slopes --++  heights/b (0, -1, -2, -1)  minima 1  weight 1/6
Stationary mean number of growth sites: 4/3
Simulation, attempts: 600000, depositions: 200279
Simulation, time average of growth sites: 1.3325
Simulation, average per deposition event: 1.5000
Simulation, growth per cycle: 0.1002 nm
Ring L=4: configurations 6, mean sites 1.3333, per vertex 0.3333
Ring L=6: configurations 20, mean sites 1.8000, per vertex 0.3000
Ring L=8: configurations 70, mean sites 2.2857, per vertex 0.2857
Block height H: 0.3 nm; filling rate r: 1.0 per cycle
Growth per cycle H r/3: 0.1000 nm
Thickness after 100 cycles: 10.00 nm
Pulse: filling probability 0.6321, mean sites 1.5761
Pulsed dosing: growth per cycle 0.0747 nm, change -25.3 %
Crowding: factor f 0.5, mean sites 1.5000
Crowding: growth per cycle 0.0750 nm, change -25.0 %
Desorption: barrier 2.0 eV, attempts 1e+13 1/s, 473 K, cycle 10 s
Desorption: q = 4.90e-08 per cycle, relative speed loss 4.90e-08
Long-ring limit H r/4: growth per cycle 0.0750 nm, change -25.0 %
4x4 surface: configurations 990, sites per vertex 0.2114
4x4 surface: growth per cycle 0.0634 nm, change -36.6 %
```
